**Redhead's formula tested against simulated desorption curves**

For a first-order peak at T_p = 500 K, heating rate β = 5 K/s and prefactor ν = 10¹³ s⁻¹, Redhead's formula E = kT_p[ln(νT_p/β) − 3.64] gives 1.33 eV. Here E is the desorption energy and k is Boltzmann's constant. The program integrates the rate equation, finds the energy that puts the simulated peak at 500 K, and asserts that it agrees with the exact peak condition x exp(x) = νT_p/β, where x = E/(kT_p). That energy is 1.34 eV, so Redhead's value is 0.65 % lower. Further assertions compare approximate or derived relations with simulations of second-order recombination, coverage-dependent energy, pumping delay and readsorption on a large heated wall. The output shows that changing the prefactor by two decades either way moves the energy by about 0.19 eV, far more than the error of the constant 3.64. It also shows that readsorption is a small correction for a 1 cm² coupon but can reach 0.30 eV for a 1 m² heated wall with unit sticking probability.

## Program and output

```python
# Result under test: a first-order desorption peak at Tp = 500 K, with heating
# rate beta = 5 K/s and prefactor nu = 1e13 1/s, gives by Redhead's formula
#     E = k Tp [ln(nu Tp / beta) - 3.64] = 1.33 eV,
# while the exact peak condition x exp(x) = nu Tp / beta, x = E/(k Tp),
# gives a slightly larger energy. theta is the coverage, k Boltzmann's constant.
# Simulated desorption curves test the formulas and size neglected effects.
import numpy as np
from scipy.constants import k as k_joule, e as charge, N_A, atomic_mass
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

k = k_joule / charge                 # eV/K
Tp, beta, nu = 500.0, 5.0, 1.0e13
kT = k * Tp
to_kj = charge * N_A / 1000.0        # eV per molecule to kJ/mol
grid = np.linspace(250.0, 750.0, 50001)


def redhead(T, prefactor=nu):
    return k * T * (np.log(prefactor * T / beta) - 3.64)


def exact_energy(T, prefactor=nu):
    return k * T * lambertw(prefactor * T / beta).real


def peak_position(T, signal):
    i = int(np.argmax(signal))
    assert 0 < i < len(T) - 1
    a, b, c = signal[i - 1:i + 2]
    return T[i] + 0.5 * (T[1] - T[0]) * (a - c) / (a - 2 * b + c)


def curve(E, order=1, theta0=1.0):
    """Coverage and rate -d(theta)/dT by quadrature of the rate law."""
    rate_constant = nu / beta * np.exp(-E / (k * grid))
    area = cumulative_trapezoid(rate_constant, grid, initial=0.0)
    if order == 1:
        theta = theta0 * np.exp(-area)
    else:
        theta = theta0 / (1.0 + theta0 * area)
    return theta, rate_constant * theta**order


def simulated_peak(E, order=1, theta0=1.0):
    return peak_position(grid, curve(E, order, theta0)[1])


# --- Main result and exact condition, against the simulated curve
E_red = redhead(Tp)
E_exact = exact_energy(Tp)
x = E_exact / kT
E_from_curve = brentq(lambda E: simulated_peak(E) - Tp, 1.0, 1.6, xtol=1e-9)
assert abs(E_red - 1.33) < 0.005
assert abs(E_from_curve - E_exact) < 1e-5
assert abs(E_red / E_from_curve - 1) < 0.01
T_red = simulated_peak(E_red)
assert T_red < Tp

theta, rate = curve(E_exact)
theta_peak = np.interp(Tp, grid, theta)
assert abs(theta_peak - np.exp(-1 + 2 / x)) < 0.01
above_half = grid[rate >= 0.5 * rate.max()]
width = above_half[-1] - above_half[0]
slope = np.diff(rate[rate > 1e-6 * rate.max()])
assert np.count_nonzero(np.diff(np.sign(slope)) != 0) <= 2  # single maximum

# --- Where the constant 3.64 is exact, and its error elsewhere
log_match = brentq(lambda L: L - 3.64 - lambertw(np.exp(L)).real, 20, 60)
x_match = log_match - 3.64
assert abs(x_match - np.exp(3.64)) < 1e-6
errors = []
for ratio in (1e8, 1e13):
    errors.append(100 * (redhead(Tp, ratio * beta)
                         / exact_energy(Tp, ratio * beta) - 1))
assert errors[0] < errors[1] < 0

# --- Uncertain prefactor and peak temperature
E_low_nu = exact_energy(Tp, 1e11)
E_high_nu = exact_energy(Tp, 1e15)
dE_5K = redhead(Tp + 5) - E_red

# --- Second-order recombination: energy that puts the peak at Tp
E_second = []
for theta0 in (1.0, 0.1):
    E2 = brentq(lambda E: simulated_peak(E, 2, theta0) - Tp, 1.0, 1.6,
                xtol=1e-8)
    x2 = E2 / kT
    estimate = exact_energy(Tp, nu * theta0 * (1 + 2 / x2))
    assert abs(E2 - estimate) < 1e-3
    E_second.append(E2)
T_second_dilute = simulated_peak(E_second[0], 2, 0.1)
assert T_second_dilute > Tp + 10

# --- Repulsion: E(theta) = E_exact - w theta, starting from theta = 1
w = 0.05
T_rep = np.linspace(300.0, 560.0, 2601)


def repulsive_rate(T, cov):
    return nu / beta * cov * np.exp(-(E_exact - w * cov) / (k * T))


sol = solve_ivp(lambda T, y: -repulsive_rate(T, y), (300.0, 560.0), [1.0],
                method="LSODA", t_eval=T_rep, rtol=1e-9, atol=1e-12,
                max_step=1.0)
assert sol.success
T_repulsion = peak_position(T_rep, repulsive_rate(T_rep, sol.y[0]))
cov_peak = np.interp(T_repulsion, T_rep, sol.y[0])
boost = 1 + w * cov_peak / (k * T_repulsion)
E_at_peak = E_exact - w * cov_peak
assert abs(E_at_peak - exact_energy(T_repulsion, nu * boost)) < 1e-3
E_apparent = exact_energy(T_repulsion)
assert E_apparent < E_exact

# --- Pumping delay and readsorption of water vapour at 300 K, sticking 1
volume, pump_speed = 50.0, 100.0                       # L, L/s
tau = volume / pump_speed
mass = 18.015 * atomic_mass
mean_speed = np.sqrt(8 * k_joule * 300.0 / (np.pi * mass))
impinge = mean_speed / 4 * 1e-4 * 1000                 # L/s per cm2


def pressure_peak(area_cm2):
    """Peak of the gas inventory from coupled surface and gas balances."""
    back = impinge * area_cm2 / volume

    def matrix(T, y=None):
        des = nu * np.exp(-E_exact / (k * T))
        return np.array([[-des, back], [des, -back - 1 / tau]]) / beta

    T_out = np.linspace(300.0, 750.0, 1801)
    s = solve_ivp(lambda T, y: matrix(T) @ y, (300.0, 750.0), [1.0, 0.0],
                  method="Radau", jac=matrix, t_eval=T_out,
                  rtol=1e-7, atol=1e-12, max_step=1.0)
    assert s.success
    return peak_position(T_out, s.y[1])


lag = pressure_peak(0.0) - Tp
assert 0.8 * beta * tau < lag < beta * tau
R_coupon = impinge * 1.0 / pump_speed
R_wall = impinge * 1.0e4 / pump_speed
T_wall = pressure_peak(1.0e4)
T_wall_formula = brentq(
    lambda T: exact_energy(T, nu / (1 + R_wall)) - E_exact, 400, 750)
assert abs(T_wall - T_wall_formula) < 0.5
dE_coupon = exact_energy(Tp, nu / (1 + R_coupon)) - E_exact
dE_wall = exact_energy(Tp, nu / (1 + R_wall)) - E_exact

print(f"Peak temperature: {Tp:.0f} K")
print(f"Heating rate: {beta:.0f} K/s")
print(f"Prefactor: {nu:.0e} 1/s")
print(f"k: {k:.6e} eV/K")
print(f"k Tp: {kT:.6f} eV")
print(f"nu Tp/beta: {nu * Tp / beta:.3e} (no unit)")
print(f"ln(nu Tp/beta): {np.log(nu * Tp / beta):.4f}")
print(f"Redhead bracket: {E_red / kT:.4f}")
print(f"Redhead energy: {E_red:.4f} eV = {E_red * to_kj:.1f} kJ/mol")
print(f"Exact x: {x:.4f}, ln x: {np.log(x):.4f}")
print(f"Exact-condition energy: {E_exact:.4f} eV = {E_exact*to_kj:.1f} kJ/mol")
print(f"Energy found from simulated curve: {E_from_curve:.4f} eV")
print(f"Redhead minus exact: {E_red - E_exact:.4f} eV, "
      f"{100 * (E_red / E_exact - 1):.2f} %")
print(f"Simulated peak for Redhead energy: {T_red:.2f} K")
print(f"Simulated peak for exact energy: {simulated_peak(E_exact):.2f} K")
print(f"Coverage fraction left at peak: {theta_peak:.3f}")
print(f"Estimate exp(-1+2/x): {np.exp(-1 + 2 / x):.3f}")
print(f"Full width at half maximum: {width:.1f} K")
print(f"x at which 3.64 is exact: {x_match:.2f}")
print(f"Redhead error at 500 K, nu/beta=1e8 1/K: {errors[0]:.2f} %")
print(f"Redhead error at 500 K, nu/beta=1e13 1/K: {errors[1]:.2f} %")
print(f"Exact energy if nu=1e11 1/s: {E_low_nu:.3f} eV")
print(f"Exact energy if nu=1e15 1/s: {E_high_nu:.3f} eV")
print(f"Redhead energy change for +5 K in Tp: {dE_5K:.4f} eV")
print(f"Second-order energy, theta0=1: {E_second[0]:.3f} eV")
print(f"Second-order energy, theta0=0.1: {E_second[1]:.3f} eV")
print(f"Second-order peak, theta0=0.1, energy of theta0=1: "
      f"{T_second_dilute:.1f} K")
print(f"Repulsion parameter w: {w:.2f} eV")
print(f"Peak with repulsion: {T_repulsion:.1f} K, coverage {cov_peak:.3f}")
print(f"Apparent energy with repulsion: {E_apparent:.3f} eV")
print(f"Chamber volume: {volume:.0f} L, pump speed: {pump_speed:.0f} L/s")
print(f"Pumping time: {tau:.2f} s, beta*tau: {beta * tau:.2f} K")
print(f"Simulated pressure-peak lag: {lag:.2f} K")
print(f"Water mean speed at 300 K: {mean_speed:.0f} m/s")
print(f"Impingement conductance: {impinge:.2f} L/s per cm2")
print(f"Return ratio R, 1 cm2 coupon: {R_coupon:.3f}")
print(f"Energy correction, coupon: {dE_coupon:.4f} eV")
print(f"Return ratio R, 1 m2 heated wall: {R_wall:.0f}")
print(f"Energy correction, wall: {dE_wall:.3f} eV")
print(f"Wall peak for exact energy, simulated: {T_wall:.1f} K")
print(f"Wall peak for exact energy, formula: {T_wall_formula:.1f} K")
print("every check passed")
```

It prints:

```
Peak temperature: 500 K
Heating rate: 5 K/s
Prefactor: 1e+13 1/s
k: 8.617333e-05 eV/K
k Tp: 0.043087 eV
nu Tp/beta: 1.000e+15 (no unit)
ln(nu Tp/beta): 34.5388
Redhead bracket: 30.8988
Redhead energy: 1.3313 eV = 128.5 kJ/mol
Exact x: 31.1015, ln x: 3.4373
Exact-condition energy: 1.3401 eV = 129.3 kJ/mol
Energy found from simulated curve: 1.3401 eV
Redhead minus exact: -0.0087 eV, -0.65 %
Simulated peak for Redhead energy: 496.84 K
Simulated peak for exact energy: 500.00 K
Coverage fraction left at peak: 0.390
Estimate exp(-1+2/x): 0.392
Full width at half maximum: 37.7 K
x at which 3.64 is exact: 38.09
Redhead error at 500 K, nu/beta=1e8 1/K: -2.64 %
Redhead error at 500 K, nu/beta=1e13 1/K: -0.47 %
Exact energy if nu=1e11 1/s: 1.148 eV
Exact energy if nu=1e15 1/s: 1.533 eV
Redhead energy change for +5 K in Tp: 0.0137 eV
Second-order energy, theta0=1: 1.342 eV
Second-order energy, theta0=0.1: 1.247 eV
Second-order peak, theta0=0.1, energy of theta0=1: 537.2 K
Repulsion parameter w: 0.05 eV
Peak with repulsion: 485.8 K, coverage 0.441
Apparent energy with repulsion: 1.301 eV
Chamber volume: 50 L, pump speed: 100 L/s
Pumping time: 0.50 s, beta*tau: 2.50 K
Simulated pressure-peak lag: 2.30 K
Water mean speed at 300 K: 594 m/s
Impingement conductance: 14.84 L/s per cm2
Return ratio R, 1 cm2 coupon: 0.148
Energy correction, coupon: -0.0058 eV
Return ratio R, 1 m2 heated wall: 1484
Energy correction, wall: -0.304 eV
Wall peak for exact energy, simulated: 640.2 K
Wall peak for exact energy, formula: 640.2 K
every check passed
```
